\section*{Second-layer nucleation on islands with strong step-edge barriers, part 2}

We want the rate $\Omega$ at which a new layer nucleates on top of a compact island, defined as the inverse mean waiting time on an initially empty island. The island is a disc of radius $R$; lengths are in lattice constants, so it has $\pi R^2$ sites. Atoms land at rate $F$ per site, hence at $\lambda=\pi R^2F$ on the whole island. An atom hops at rate $\nu$ in each lattice direction, so $D=\nu$, and steps down at rate $\nu'$ per outward bond (the computed output writes $k$ for $\nu'$). Atoms that have left do not return.

The mean stay is $\tau=R/(2\nu')+R^2/(8\nu)$. The second term is the diffusion part; for a strong barrier, $\nu/\nu'\gg R$, it is negligible and $\tau\simeq R/(2\nu')$. Without nucleation the mean number of atoms on top is $\bar n=\lambda\tau$.

The critical size $i$ means that $i+1$ atoms form a stable nucleus. The premise is that they nucleate as soon as they are on the island together. For a strong barrier and $\bar n\ll1$ it gives the ideal rate $\Omega=\lambda\bar n^i/i!\propto R^{3i+2}$.

We now require instead that the $i+1$ atoms meet on one site before any escapes. Let $T_m$ be their mean meeting time when none can leave. If meetings occur at the constant rate $1/T_m$, the meeting comes first with probability
\begin{equation}
p=\frac{1/T_m}{1/T_m+(i+1)/\tau}
=\frac{1}{1+(i+1)T_m/\tau}.
\label{eq:p}
\end{equation}
For $\bar n\ll1$ the ideal rate is multiplied by $p$. If $T_m\gg\tau/(i+1)$, this becomes
\begin{equation}
\Omega\simeq\frac{\bar n^{i+1}}{(i+1)!}\,\frac1{T_m}.
\label{eq:meanfield}
\end{equation}
Used for pairs that meet quickly, this count fails: it goes on booking nuclei after the first meeting has used up the pair. The master equation used below follows the number of atoms on top, with nucleation at rate $1/T_m$ for every group of $i+1$ atoms.

\subsection*{How long a meeting takes}

To find the size dependence of $T_m$, replace the island by a periodic square of $S\times S$ sites with nearly the same area, $S^2\simeq\pi R^2$. Only relative positions matter. For $i+1$ walkers there are $i$ relative vectors, written together as $\mathbf u$, and $M=S^{2i}$ relative configurations. The meeting is $\mathbf u=0$.

Let $T(\mathbf u)$ be the mean meeting time from $\mathbf u$, with $T(0)=0$, and let $\mathcal L$ generate the relative motion. For $\mathbf u\ne0$ we have $\mathcal LT=-1$. Hops and reverse hops have equal rates, so the sum of $\mathcal LT$ over all configurations vanishes. The $M-1$ unmet configurations contribute $-(M-1)$; hence $\mathcal LT$ must equal $M-1$ at $\mathbf u=0$. Both cases are contained in
\begin{equation}
\mathcal LT(\mathbf u)=-1+M\,\delta_{\mathbf u,0}.
\end{equation}
The function $T$ is even, so we may expand it in cosines, $T(\mathbf u)=\sum_{\mathbf q}\hat T_{\mathbf q}\cos(\mathbf q\cdot\mathbf u)$. These are eigenfunctions of $\mathcal L$ with eigenvalues $-\Lambda(\mathbf q)$. Since $M\delta_{\mathbf u,0}=\sum_{\mathbf q}\cos(\mathbf q\cdot\mathbf u)$, comparing coefficients for $\mathbf q\ne0$ gives $-\Lambda\hat T_{\mathbf q}=1$. The condition $T(0)=0$ then fixes the remaining coefficient:
\begin{equation}
T_m=\hat T_0=-\sum_{\mathbf q\ne0}\hat T_{\mathbf q}
=\sum_{\mathbf q\ne0}\frac1{\Lambda(\mathbf q)} .
\label{eq:fourier}
\end{equation}
It is the mean over uniform starting positions because every other cosine averages to zero.

Write $\varepsilon(\mathbf q)=4-2\cos q_x-2\cos q_y$. For two walkers either may hop, so $\Lambda=2\nu\varepsilon(\mathbf q)$. For three, take positions relative to the third walker. A hop of the first or second changes one relative vector; a hop of the third changes both. Thus
\begin{equation}
\Lambda=\nu\left[\varepsilon(\mathbf q_1)+\varepsilon(\mathbf q_2)
+\varepsilon(\mathbf q_1+\mathbf q_2)\right].
\end{equation}

At small wave vectors $\Lambda$ is quadratic in $\mathbf q$. In $2i$ dimensions the sum becomes $S^{2i}$ times an integral whose small-$q$ part behaves as $\int q^{2i-1}q^{-2}dq$. For $i\ge2$ this converges, so $T_m\propto R^{2i}$. For $i=1$ it is logarithmic, with a lower cutoff of order $1/S$:
\begin{equation}
T_m\simeq\frac{S^2}{2\nu}\int\frac{2\pi q\,dq}{(2\pi)^2q^2}
\simeq\frac{S^2}{4\pi\nu}\ln S .
\label{eq:tpair}
\end{equation}
The constant that accompanies the logarithm has been dropped.

The full sums show both behaviours. Between $S=16$ and $S=32$ the pair time rises from $62.7/\nu$ to $307/\nu$, a local exponent of $2.29$; the excess over $2$ reflects the logarithm. The triple time rises from $6401/\nu$ to $102672/\nu$, with exponent $4.00$. Dividing the latter by $32^4$ gives $T_m\simeq0.098\,S^4/\nu$, or, with $S^2=\pi R^2$,
\begin{equation}
T_m\simeq0.97\,\frac{R^4}{\nu}\qquad(i=2).
\label{eq:ttriple}
\end{equation}

\subsection*{A strong barrier is enough for pairs, not for triples}

The premise requires $(i+1)T_m/\tau\ll1$. For $i=1$, equation~\eqref{eq:tpair} gives
\begin{equation}
\frac{2T_m}{\tau}\simeq2\,\frac{R^2\ln S}{4\nu}\,\frac{2\nu'}{R}
=\frac{\nu'}{\nu}\,R\ln S .
\end{equation}
Apart from the logarithm, this is the strong-barrier condition itself. For $i=2$,
\begin{equation}
\frac{3T_m}{\tau}\simeq3\,\frac{0.97R^4}{\nu}\,\frac{2\nu'}{R}
\simeq5.8\,\frac{\nu'}{\nu}\,R^3 ,
\label{eq:triplecondition}
\end{equation}
so $\nu/\nu'$ must greatly exceed $5.8R^3$, not merely $R$. The prefactor belongs to the rule that all three walkers share one site. Real atoms bind on contact: if the three need only form a nearest-neighbour cluster, $T_m$ is about $16$ times shorter and $5.8$ becomes $0.36$, while the power $R^3$ is unchanged. The numbers given below for triples refer to the same-site rule unless stated otherwise. In general, for $i\ge2$, the required ratio grows as $R^{2i-1}$. Each additional walker must be on the right site at the right moment, which costs another factor of the island area.

Between the two conditions, $R\ll\nu/\nu'\ll R^{2i-1}$ up to numerical factors, residence is still controlled by the edge but presence no longer guarantees nucleation. Equation~\eqref{eq:meanfield} then applies, and its exponent is
\begin{equation}
3(i+1)-2i=i+3 .
\end{equation}
For $i=2$ the fifth power replaces the eighth. For $i=1$ the corresponding form is $R^4/\ln S$, but the range between the conditions is merely logarithmic.

If the barrier is weak, $\tau\simeq R^2/(8\nu)$. Keeping the premise would then give $\bar n\propto R^4$ and $\Omega\propto R^{4i+2}$. That use of it is not justified even for pairs: equation~\eqref{eq:tpair} gives $T_m/\tau\simeq2\ln S$, so a typical meeting takes longer than a typical stay.

\subsection*{Walkers on a small island}

The argument has assumed uniform mixing and a constant meeting rate. Both assumptions can be dropped on a small square island of $L\times L$ sites. It has $4L$ outward bonds, so for a strong barrier $\tau=L^2/(4L\nu')=L/(4\nu')$, and the ideal rate is
\begin{equation}
\Omega_{\rm ideal}=\frac{FL^2}{i!}\left(\frac{FL^3}{4\nu'}\right)^i .
\end{equation}

Let $FN(\mathbf x)$ be the mean occupation of site $\mathbf x$ without nucleation. Let $h$ be the probability that $i+1$ walkers with given positions all meet before any one escapes. To leading order in $F$, the waiting atoms are independent and the new atom lands anywhere with equal weight. Therefore
\begin{equation}
\Omega=\frac{F^{i+1}}{i!}\sum_{\mathbf x_0,\ldots,\mathbf x_i}
N(\mathbf x_1)\cdots N(\mathbf x_i)\,
h(\mathbf x_0,\ldots,\mathbf x_i).
\label{eq:walkers}
\end{equation}
Both $N$ and $h$ follow from linear equations for the lattice hops. For $\nu'/\nu=10^{-8}$, comparing $L=3$ with $L=6$ gave exponents of $5.00000$ for $i=1$ and $8.00000$ for $i=2$. At $L=6$ the ratio to $\Omega_{\rm ideal}$ was $1.000000$ and $0.999997$. This tests the powers and prefactors without imposing uniform mixing.

At $L=6$ and $\nu'/\nu=0.01$ the barrier is still strong in the sense of residence, since $L\nu'/\nu=0.06$. From uniform starting positions, two walkers met before an escape with probability $0.888$, but three did so with probability $0.239$. Equation~\eqref{eq:p}, with meeting times computed for reflecting edges, gives $0.888$ and $0.236$. The constant-rate approximation is therefore good here, and the contrast confirms that a barrier sufficient for pairs can fail for triples.

\subsection*{The window in island size}

Two inequalities now confine the law. Small occupation requires $\nu'\gg\pi FR^3/2$; rapid meeting sets an upper bound on $\nu'$. For $i=2$,
\begin{equation}
\frac{\pi FR^3}{2}\ll\nu'\ll\frac{\nu}{5.8R^3}.
\label{eq:window}
\end{equation}
A suitable $\nu'$ exists only if the left side is far below the right, that is, if $R^6\ll\nu/(9.1F)$. Raising the barrier helps atoms to meet but also fills the island. On a sufficiently large island no barrier satisfies both demands.

Real islands grow while atoms wait. If an island collects all atoms landing on a fixed number $A_c$ of sites, its area grows at the rate $2\pi R\dot R=A_cF$. Its radius is effectively fixed during one stay if
\begin{equation}
\frac{\dot R\,\tau}{R}=\frac{A_cF\tau}{2\pi R^2}\ll1 .
\end{equation}
Under this condition $\Omega(R)$ may be used as an instantaneous rate. With $dt=2\pi R\,dR/(A_cF)$ and $\Omega\propto R^{3i+2}$, the expected number of nucleation events up to radius $R$ is
\begin{equation}
\int\Omega\,dt=\frac{2\pi}{A_cF}\int_0^R\Omega(R')R'\,dR'
=\frac{2\pi R^2\,\Omega(R)}{(3i+4)A_cF}.
\end{equation}
The probability of having no nucleus is the exponential of minus this number. Because the number grows as $R^{3i+4}$, the second layer starts within a limited range of radii: the radii at which $10$ and $90$ per cent of the islands have nucleated differ by a factor of $1.55$ for $i=1$ and $1.36$ for $i=2$. The formula assumes that the power law holds over the radii that contribute appreciably.

\subsection*{Worked example}

Take round model parameters: $300$~K, an attempt frequency of $10^{13}\,{\rm s}^{-1}$, a hop barrier of $0.40$~eV, an additional edge barrier of $0.30$~eV and $F=10^{-4}$ monolayers per second. The Boltzmann factors give
\begin{equation}
\nu=1.907\times10^6\,{\rm s}^{-1},\qquad
\nu'=17.40\,{\rm s}^{-1},\qquad
\frac{\nu}{\nu'}=1.096\times10^5 .
\end{equation}
The cases $i=1$ and $i=2$ are alternative assumptions about the same surface. For $R=10$,
\begin{align}
\lambda&=\pi(10)^2(10^{-4})=0.03142\,{\rm s}^{-1},\nonumber\\
\tau&=\frac{10}{2(17.40)}=0.2874\,{\rm s},\nonumber\\
\bar n&=(0.03142)(0.2874)=0.00903 .
\end{align}
The neglected diffusion part of $\tau$ is $6.6\times10^{-6}$~s. The ideal rates are
\begin{align}
i=1:\quad\Omega&=(0.03142)(0.00903)=2.84\times10^{-4}\,{\rm s}^{-1},\nonumber\\
i=2:\quad\Omega&=\tfrac12(0.03142)(0.00903)^2=1.28\times10^{-6}\,{\rm s}^{-1}.
\end{align}

The meeting times are taken on a periodic square whose side is rounded to a whole number: $S=18$ here, and $9$ and $35$ for $R=5$ and $20$. The rounding puts the triple time at $R=10$ about six per cent above equation~\eqref{eq:ttriple}. For pairs $T_m=4.32\times10^{-5}$~s. The count criticized at the start is $\bar n^2/(2T_m)=0.94\,{\rm s}^{-1}$, which exceeds the ideal rate by $\tau/(2T_m)\simeq3300$. For triples $T_m=5.38\times10^{-3}$~s, and $p=1/[1+3(0.00538)/0.2874]=0.947$. Solving the master equation with these meeting rates gives $2.79\times10^{-4}\,{\rm s}^{-1}$ and $1.20\times10^{-6}\,{\rm s}^{-1}$. The ideal law is a good approximation in both cases.

Now double the radius to $20$, with all else fixed. The ideal rates rise by $2^5=32$ and $2^8=256$, to $9.08\times10^{-3}\,{\rm s}^{-1}$ and $3.28\times10^{-4}\,{\rm s}^{-1}$. But $\bar n$ is now $0.072$, and for triples $p$ has fallen to $0.71$. The corrected rates are $7.93\times10^{-3}\,{\rm s}^{-1}$ and $2.12\times10^{-4}\,{\rm s}^{-1}$. Between $R=10$ and $R=20$ the effective exponents are about $4.8$ and $7.5$ (the latter $7.4$ if the meeting times are scaled to the exact area $\pi R^2$); between $R=5$ and $R=10$ they were $5.0$ and $7.9$. For pairs the bend comes mainly from occupation, since $p=0.999$. For triples failed meetings contribute more under the same-site rule. With nearest-neighbour contact $p$ at $R=20$ is $0.98$, the exponent between $R=10$ and $R=20$ is about $7.8$, and occupation dominates for triples as well.

The meeting times used here refer to a periodic square. On a square of side $4$, reflecting edges lengthened them by factors of $1.68$ for pairs and $1.47$ for triples. For triples the lengthening weakens as the island grows; on a square of side $8$ the factor is already down to $1.22$. Even the full factor of $1.47$ would lower $p$ at $R=20$ only from $0.71$ to about $0.63$, so the true change should be smaller. The corrected triple rate is thus an estimate, whereas the ideal rate does not depend on $T_m$.

\subsection*{Comparison with real surfaces}

The parameters describe no particular material. For metal surfaces, additional edge barriers from a few hundredths to a few tenths of an electronvolt are a rough guide, so the $0.30$~eV used here lies towards the upper end. Real edges also contain kinks and segments of different orientation, which breaks the assumption of a uniform barrier. Suppose one tenth of the perimeter had a barrier lower by $0.10$~eV at $300$~K. The escape rate there would be about $48$ times larger, and the perimeter average would rise by a factor of $0.9+0.1\times48\simeq5.7$. At fixed $R$ and $F$, the ideal rate would fall by a factor of about $5.7$ for $i=1$ and by a factor of $5.7^2\simeq32$ for $i=2$. The exponent survives if the fraction of easy exits does not change with $R$; if it does, $\tau$ is no longer proportional to $R$. Binding within subcritical clusters is also absent from the model and would require new meeting and escape times. The numerical output below lists the values for all three radii.

\section*{Computed values}
\begin{verbatim}
RESIDENCE TIME ON A DISC (units R^2/D)
D/(kR)=0.5: numerical 0.37500, formula 0.37500
D/(kR)=100: numerical 50.12500, formula 50.12500
MASTER EQUATION (dimensionless)
i=1: exponent at nbar=0.001 4.9940; Omega/lambda at nbar=10000 0.5000
i=2: exponent at nbar=0.001 7.9955; Omega/lambda at nbar=10000 0.3333
i=3: exponent at nbar=0.001 10.9959; Omega/lambda at nbar=10000 0.2500
EXPLICIT WALKERS ON SQUARE ISLANDS (side 3 and 6 sites)
i=1, nu_edge/nu=1e-8: size exponent 5.00000, rate/ideal at side 6 1.000000
i=2, nu_edge/nu=1e-8: size exponent 8.00000, rate/ideal at side 6 0.999997
2 walkers, side 6, nu_edge/nu=0.01: meeting probability 0.8876, estimate 0.8884
3 walkers, side 6, nu_edge/nu=0.01: meeting probability 0.2388, estimate 0.2363
MEETING TIMES (units 1/nu)
2 walkers: side 16 62.71, side 32 307.37, exponent 2.293
  reflecting/periodic time at side 4: 1.681
3 walkers: side 16 6401.02, side 32 102672.29, exponent 4.004
  reflecting/periodic time at side 4: 1.469
WORKED EXAMPLE
T=300 K, F=0.0001 ML/s, attempt=1.0e+13 1/s
hop barrier=0.40 eV, extra=0.30 eV
nu=1.9068e+06 1/s, nu_edge=17.3987 1/s, nu/nu_edge=1.0959e+05
R=5 a: lambda=0.00785 1/s, tau=0.14369 s, nbar=0.001129
  diffusion part of tau=1.639e-06 s, periodic side=9 sites
  i=1: T_meet=8.4562e-06 s, p=0.9999, ideal=8.8634e-06 1/s, corrected=8.8424e-06 1/s
  i=2: T_meet=3.3367e-04 s, p=0.9931, ideal=5.0013e-09 1/s, corrected=4.9583e-09 1/s
R=10 a: lambda=0.03142 1/s, tau=0.28738 s, nbar=0.009028
  diffusion part of tau=6.556e-06 s, periodic side=18 sites
  i=1: T_meet=4.3219e-05 s, p=0.9997, ideal=2.8363e-04 1/s, corrected=2.7852e-04 1/s
  i=2: T_meet=5.3810e-03 s, p=0.9468, ideal=1.2803e-06 1/s, corrected=1.1962e-06 1/s
R=20 a: lambda=0.12566 1/s, tau=0.57475 s, nbar=0.072226
  diffusion part of tau=2.622e-05 s, periodic side=35 sites
  i=1: T_meet=1.9742e-04 s, p=0.9993, ideal=9.0762e-03 1/s, corrected=7.9255e-03 1/s
  i=2: T_meet=7.7071e-02 s, p=0.7131, ideal=3.2777e-04 1/s, corrected=2.1216e-04 1/s
i=1: corrected exponent R=5-10 4.977, R=10-20 4.831; ideal 5
i=2: corrected exponent R=5-10 7.914, R=10-20 7.471; ideal 8
\end{verbatim}
